\section*{Weibull breakdown voltages on a linear ramp under power-law acceleration}

\section{From constant stress to a voltage ramp}

In a model of a thin gate oxide held at a steady 3 V, one device in a hundred has broken down after 29.1 s, and ninety-nine in a hundred after 3237 s. The two times differ by a factor of 111. If fresh devices of the same population are instead ramped from zero at 1 V/s, the same two fractions are reached at 3.434 V and 3.813 V, which differ by a factor of only 1.11. The natural logarithms of the two factors are 4.71 and 0.1047, and the first is 45 times the second. The life of these devices varies as the inverse 44th power of the voltage. Two things need explaining: why the spread is so strongly compressed, and why the compression is 45 and not 44.

Let $F$ be the fraction of devices that have broken down. At constant gate voltage $V$ the breakdown times $t$ are taken to follow a Weibull distribution,
\begin{equation}
F(t;V)=1-\exp\left[-\left(\frac{t}{\tau(V)}\right)^{\beta}\right].
\label{eq:weibull}
\end{equation}
The scale $\tau(V)$ is the time at which $F=1-e^{-1}$, or 63.2\%, and is called the 63\% life below. The number $\beta$ fixes the relative width of the distribution. To see why it is called a slope, move the exponential to one side and take the logarithm:
\begin{equation}
H\equiv-\ln(1-F)=\left(\frac{t}{\tau}\right)^{\beta},
\qquad
\ln H=\beta\ln t-\beta\ln\tau .
\label{eq:H}
\end{equation}
Plotted against $\ln t$, the quantity $\ln H$ is a straight line of slope $\beta$. The quantity $H$ is the cumulative hazard: the integral over time of the failure rate per surviving device. For ramp data the same plot is made with $\ln V$ on the horizontal axis, and its slope is the Weibull slope of the breakdown voltages.

Power-law voltage acceleration means that
\begin{equation}
\tau(V)=\tau_0\left(\frac{V}{V_0}\right)^{-n},\qquad n>0,
\label{eq:power}
\end{equation}
where $\tau_0$ is the 63\% life at a reference voltage $V_0$. The slope $\beta$ is assumed to be the same at every voltage. A change of voltage then stretches or shrinks the time axis of the distribution and does nothing else to it. The voltage here is the gate voltage, so $n$ is an exponent in gate voltage and not in oxide field. The example has $n=44$, $\beta=1.3$, $V_0=3$ V and $\tau_0=1000$ s.

These statements concern constant voltage. They do not say what happens when the voltage changes during the test, and a further assumption is needed. The one made here is cumulative damage: the future of the surviving devices depends on the fraction already failed and on the present voltage, and on nothing else in the history. Two populations with the same failed fraction and the same voltage then have the same future, however each of them got there.

To see what this implies, hold a population at $V_1$ for a time $t_1$ and then switch to $V_2$. Write $\tau_1=\tau(V_1)$ and $\tau_2=\tau(V_2)$. No device fails because of the switch itself, so $F$ is continuous. By the assumption, the population now behaves like one that has been at $V_2$ from the beginning, for whatever time $s_2$ would have produced the same failed fraction. This equivalent age satisfies
\begin{equation}
1-\exp\left[-\left(\frac{s_2}{\tau_2}\right)^{\beta}\right]
=1-\exp\left[-\left(\frac{t_1}{\tau_1}\right)^{\beta}\right].
\end{equation}
Both sides are the same increasing function, evaluated at $s_2/\tau_2$ and at $t_1/\tau_1$. The arguments must therefore be equal:
\begin{equation}
\frac{s_2}{\tau_2}=\frac{t_1}{\tau_1}.
\label{eq:age}
\end{equation}
The common value is the age measured in units of the life at the present voltage. Call it the damage $D$. Equation \eqref{eq:age} says that $D$ does not jump when the voltage does. This step uses the assumption that $\beta$ is common to both voltages; with different exponents on the two sides the arguments would not be equal.

If the population stays at $V_2$ for a further time $t_2$, its equivalent age becomes $s_2+t_2$, and the damage becomes
\begin{equation}
D=\frac{s_2+t_2}{\tau_2}=\frac{t_1}{\tau_1}+\frac{t_2}{\tau_2}.
\end{equation}
Each hold adds its duration divided by the life at its own voltage. Repeating the argument for many holds gives a sum of such terms, and for a smoothly varying voltage, divided into ever shorter holds, the sum becomes an integral:
\begin{equation}
D(t)=\int_0^t\frac{dt'}{\tau(V(t'))},\qquad -\ln(1-F)=D^{\beta}.
\label{eq:damage}
\end{equation}
Damage is thus the reading of a clock whose rate is set by the voltage. It is not the failed fraction: at $D=1$ the failed fraction is 63.2\%, and $D$ can exceed 1.

Now let the voltage rise linearly from zero, $V=Rt$, with ramp rate $R$. The time integral becomes a voltage integral through $dt'=dv/R$, where $v$ is the voltage at the time $t'$. Equation \eqref{eq:power} gives $1/\tau(v)=(v/V_0)^n/\tau_0$, so
\begin{align}
D(V)&=\frac{1}{R}\int_0^V\frac{1}{\tau_0}\left(\frac{v}{V_0}\right)^n dv
=\frac{1}{R\tau_0V_0^n}\int_0^V v^n\,dv \nonumber\\
&=\frac{V^{n+1}}{(n+1)R\tau_0V_0^n}.
\label{eq:rampD}
\end{align}
The lower limit contributes nothing because $n+1>0$. Define $V_{63}$ as the voltage at which $D=1$:
\begin{equation}
V_{63}=\left[(n+1)R\tau_0V_0^n\right]^{1/(n+1)}.
\label{eq:V63}
\end{equation}
The damage is then simply $D=(V/V_{63})^{n+1}$. Inserting this in equation \eqref{eq:damage} gives
\begin{equation}
-\ln(1-F)=\left[\left(\frac{V}{V_{63}}\right)^{n+1}\right]^{\beta}
=\left(\frac{V}{V_{63}}\right)^{\beta(n+1)} ,
\end{equation}
and therefore
\begin{equation}
F(V)=1-\exp\left[-\left(\frac{V}{V_{63}}\right)^{\beta_V}\right],
\qquad \beta_V=(n+1)\beta .
\label{eq:result}
\end{equation}
The breakdown voltages have a Weibull distribution whose slope is $n+1$ times the constant-stress slope. Within the stated assumptions no approximation has been made.

The two parts of the factor $n+1$ have separate origins. The $n$ comes from the rate of damage, which grows as $V^n$. The 1 comes from the time over which the damage builds up. Equation \eqref{eq:rampD} can be written $D=[t/(n+1)]/\tau(V)$, so for the power law this time is a fixed fraction of the time $t$ needed to reach $V$, and on a linear ramp it grows as $V$ to the first power. For other life laws the fraction is not fixed, as the second section shows. A ramp of another shape shows this. Let $V=ct^a$ with constants $c>0$ and $a>0$. Then
\begin{equation}
D=\frac{c^n}{\tau_0V_0^n}\int_0^t t'^{\,an}\,dt'
=\frac{c^n\,t^{an+1}}{(an+1)\tau_0V_0^n}.
\end{equation}
Since $t=(V/c)^{1/a}$, the damage is proportional to $V^{(an+1)/a}=V^{n+1/a}$, and the slope is $\beta(n+1/a)$. The added term is 1 for $a=1$, the linear ramp. In the limit $n\to0$, where voltage does not accelerate failure, a linear ramp is merely a clock that reads in volts. Equation \eqref{eq:result} then gives slope $\beta$ and $V_{63}=R\tau_0$, as it must.

For the thin oxide the slope is $1.3\times45=58.5$. To find the scale, take $V_0$ out of the bracket in equation \eqref{eq:V63} by writing $V_0^n=V_0^{n+1}/V_0$:
\begin{equation}
V_{63}=V_0\left[\frac{(n+1)R\tau_0}{V_0}\right]^{1/(n+1)}
=3\ \mathrm{V}\times\left(\frac{45\times1\times1000}{3}\right)^{1/45}.
\end{equation}
The bracket is 15000, its 45th root is 1.238, and $V_{63}=3.715$ V. A weaker acceleration makes the added 1 more visible. With $n=3$, $\beta=0.7$ and a ramp of 0.01 V/s, and with $V_0$ and $\tau_0$ unchanged, the slope is $0.7\times4=2.8$, where $n\beta$ would be 2.1. The scale is then $(4\times0.01\times1000\times3^3)^{1/4}$, or 5.73 V.

The result can also be read device by device. Suppose that each device has a fixed strength $X$ and breaks when its damage reaches $X$. Equation \eqref{eq:damage} holds for the population if the fraction of devices with strength below $D$ is $1-\exp(-D^\beta)$. Under constant stress at $V_0$ the damage is $t/\tau_0$, and on the ramp it is $(V/V_{63})^{n+1}$. The same device would therefore fail at
\begin{equation}
t=\tau_0X \quad\text{or}\quad V=V_{63}X^{1/(n+1)},
\label{eq:strength}
\end{equation}
according to which test it is given. It can be given one of them, so this is a statement about what each test would have found. Taking logarithms,
\begin{equation}
\ln\frac{V}{V_{63}}=\frac{1}{n+1}\ln\frac{t}{\tau_0}.
\label{eq:logs}
\end{equation}
Any spread of $\ln t$ becomes a spread of $\ln V$ that is $n+1$ times smaller. This explains the opening numbers. At $F=0.01$ the hazard is $H=-\ln0.99=0.01005$, so $X=H^{1/1.3}=0.0291$. The time is 29.1 s and the voltage is $3.715\times0.0291^{1/45}=3.434$ V. At $F=0.99$, $H=4.605$ and $X=3.237$, which gives 3237 s and 3.813 V. Equation \eqref{eq:logs} does not use the Weibull form. If the strengths had another distribution, the logarithmic spreads would still be in the ratio $n+1$, although neither plot would be straight.

The steep power also decides which part of the ramp matters. Half of the damage present at $V_{63}$ has been done by the voltage $V_h$ at which $(V_h/V_{63})^{n+1}=1/2$. The other half falls within
\begin{equation}
V_{63}-V_h=V_{63}\left(1-2^{-1/(n+1)}\right),
\end{equation}
which is 57 mV in the example. The first 3.66 V of the ramp do as much damage as the last 57 mV. The whole ramp can be compared with a hold at its final voltage. Setting $D=1$ in equation \eqref{eq:rampD} gives $V_{63}^{n}/(\tau_0V_0^n)=(n+1)R/V_{63}$. The left side is $1/\tau(V_{63})$, so
\begin{equation}
\tau(V_{63})=\frac{V_{63}}{(n+1)R}.
\label{eq:hold}
\end{equation}
In the example this is $3.7147/45=0.0825$ s. A ramp lasting 3.7 s ages the oxide as much as 0.0825 s at the voltage where it ends.

\section{Using the result, and where it fails}

In the first half, $F$ was the failed fraction, $H=-\ln(1-F)$ the cumulative hazard, and $\tau(V)=\tau_0(V/V_0)^{-n}$ the 63\% life at constant gate voltage $V$. The damage is $D=\int dt/\tau$, and $H=D^\beta$ with $\beta$ the constant-stress slope. On a linear ramp $V=Rt$ from zero, $D=(V/V_{63})^{n+1}$, so the voltage slope is $(n+1)\beta$. The ramp to $V_{63}$ is equivalent to a hold of $V_{63}/[(n+1)R]$ at that voltage. The example has $n=44$, $\beta=1.3$, $V_0=3$ V, $\tau_0=1000$ s and $R=1$ V/s, which give a slope of 58.5 and $V_{63}=3.715$ V.

The result offers two ways to measure $n$. One divides the ramp slope by the constant-stress slope and subtracts 1. This route is statistically weak: with 100 devices in each test the value of $n$ scatters by about $\pm5$ in the example, and with 1000 by about $\pm1.6$, so the subtracted 1 is smaller than the sampling error. The other uses two ramp rates. Since $V_{63}^{n+1}=(n+1)R\tau_0V_0^n$ is proportional to $R$, with all else fixed,
\begin{equation}
n+1=\frac{\ln(R_2/R_1)}{\ln(V_{63,2}/V_{63,1})},
\end{equation}
where the subscripts 1 and 2 mark the two ramps. A ramp ten times slower lowers $V_{63}$ from 3.715 V to 3.529 V. The ratio of the two voltages is 1.0525, its logarithm is 0.0512, and $2.303/0.0512=45$. This route is about twice as precise: with rates a factor of ten apart, $n$ scatters by about $\pm2.2$ with 100 devices on each ramp and by about $\pm0.7$ with 1000.

Subtracting the 1 matters when ramp data are turned into a life at lower voltage. The power law and the equivalent hold together give
\begin{equation}
\tau(V)=\frac{V_{63}}{(n+1)R}\left(\frac{V_{63}}{V}\right)^n .
\end{equation}
If $n$ is replaced by $n+1$ throughout, with $V_{63}$ and $R$ kept as measured, the predicted life is multiplied by
\begin{equation}
\frac{n+1}{n+2}\,\frac{V_{63}}{V}.
\end{equation}
At 3 V this is $(45/46)\times1.238=1.21$, a life 21\% too long. This is a systematic error; with $n$ taken from two ramp rates, sampling alone scatters the life at 3 V by a factor of about 1.45 for 100 devices per ramp and 1.13 for 1000. The factor grows as $1/V$ as the voltage is lowered.

To see how departures from the assumptions affect the slope, it helps to have the slope at one point of the plot for any life law. From $\ln H=\beta\ln D$ and $dD/dV=1/[R\tau(V)]$,
\begin{equation}
S(V)\equiv\frac{d\ln H}{d\ln V}
=\beta\,\frac{V}{D}\,\frac{dD}{dV}
=\frac{\beta V}{R\,\tau(V)\,D(V)}.
\label{eq:local}
\end{equation}
The distribution is Weibull in voltage if $S$ is the same at all $V$.

Consider first a ramp that starts at $V_s>0$ instead of zero. The damage integral loses its part below $V_s$, so $D=(V^{n+1}-V_s^{n+1})/V_{63}^{n+1}$, with $V_{63}$ still the value for a start at zero. Differentiating the logarithm of $D$ gives
\begin{equation}
S(V)=\beta\,\frac{(n+1)V^{n+1}}{V^{n+1}-V_s^{n+1}}
=\frac{(n+1)\beta}{1-(V_s/V)^{n+1}}.
\end{equation}
The plot is curved, and steepest near the start. For a start at 3.0 V the missing share of the damage at 3.715 V is $(3.0/3.715)^{45}=7\times10^{-5}$, which has no practical effect there. For a start at 3.5 V the share is 0.069, and the slope at 3.715 V rises from 58.5 to 62.8. A start at zero is therefore not needed in practice, provided that the ramp begins well below the lowest breakdown voltage of interest.

The voltage may also be raised in steps instead of smoothly. Let the step be $\Delta$, held for $\Delta/R$, so that the mean rate is unchanged. At the end of step number $k$, when $V=k\Delta$, the damage is
\begin{equation}
D_k=\frac{\Delta}{R\tau_0V_0^n}\sum_{j=1}^{k}(j\Delta)^n .
\end{equation}
To leading order in the step, that is for $n\Delta\ll V$, each term $\Delta\,(j\Delta)^n$ equals the integral of $v^n$ over an interval of width $\Delta$ centred on $j\Delta$. The sum then becomes an integral up to $V+\Delta/2$, and
\begin{equation}
D_k\simeq\left(\frac{V+\Delta/2}{V_{63}}\right)^{n+1}.
\end{equation}
The staircase runs half a step ahead of the smooth ramp, so if the failed fraction at the end of each step is plotted against the level of that step, the 63\% voltage is lower by about $\Delta/2$. For 20 mV steps, direct summation and interpolation between levels give 3.705 V, lower by 10 mV, and a slope of 58.35. This is a small effect, and a 63\% voltage read from such a plot can be corrected by adding half a step. The correction does not apply when each device is logged at the level during which it fails and the distribution is fitted to these voltages by maximum likelihood. The logged level is then the smooth-ramp breakdown voltage rounded to the nearest step, and for 20 mV steps the fitted scale shifts by well under 1 mV. Coarser steps are not harmless: at 100 mV the plotted 63\% voltage is lower by 45 mV instead of 50, and the likelihood fit gives a scale 8 mV too high and a slope of 52.

The form of the life law has a much larger effect. Suppose that life falls exponentially, $\tau=\tau_0\exp[-\gamma(V-V_0)]$. To compare fairly, give it the same life at $V_0$ and the same local exponent there. The local exponent is $-d\ln\tau/d\ln V=\gamma V$, so $\gamma=n/V_0=14.67$ V$^{-1}$. The damage on the ramp from zero is
\begin{equation}
D=\frac{1}{R\tau_0}\int_0^V e^{\gamma(v-V_0)}dv
=\frac{e^{\gamma(V-V_0)}-e^{-\gamma V_0}}{\gamma R\tau_0},
\end{equation}
and equation \eqref{eq:local} gives
\begin{equation}
S(V)=\beta\gamma V\,\frac{e^{\gamma(V-V_0)}}{e^{\gamma(V-V_0)}-e^{-\gamma V_0}}
=\frac{\beta\gamma V}{1-e^{-\gamma V}} .
\end{equation}
This depends on $V$, so the breakdown voltages are not Weibull. In the example $e^{-\gamma V}$ is negligible near breakdown. Setting $D=1$ gives $V=V_0+\ln(\gamma R\tau_0)/\gamma=3.654$ V, where the slope is $1.3\times14.67\times3.654=69.7$. That is 19\% above the power-law value, although the two laws agree in value and in slope at 3 V.

The added 1 has also disappeared: the ramp slope is now $\beta$ times the local exponent $\gamma V$. For the power law, the voltage range over which damage builds up is of order $V/(n+1)$ and widens in proportion to $V$. For the exponential law it is $1/\gamma$ at every voltage. The extra power of $V$ in the damage came from that widening. A law $\tau\propto\exp(G/V)$, matched in the same way at 3 V, departs in the opposite direction: its slope at the 63\% voltage is 47.8, lower by 18\%, and the term added to the local exponent is close to 2. The factor $n+1$ is thus a property of the power law, and not of steep acceleration in general.

The assumption of a common $\beta$ is needed as well. If $\beta$ changes with voltage, the continuity of $F$ at a switch keeps $H=D^\beta$ fixed, where $D$ is still the equivalent age divided by the present life. Then $D_2^{\beta_2}=D_1^{\beta_1}$, and $D$ itself jumps unless it is 0 or 1. The simple damage integral no longer holds, and neither does the proof.

The assumption of cumulative damage is different: the slope survives if it is replaced by a particular rival. Suppose that the failure rate per survivor at clock time $t$ is the one that a population held at the present voltage since $t=0$ would have. Differentiating $(t/\tau)^\beta$ at fixed voltage gives this rate as $\beta t^{\beta-1}/\tau^\beta$. The earlier voltages then leave no mark on the survivors. On the ramp,
\begin{align}
H&=\int_0^t\beta t'^{\,\beta-1}\frac{1}{\tau_0^\beta}\left(\frac{Rt'}{V_0}\right)^{n\beta}dt'
\nonumber\\
&=\frac{1}{n+1}\left(\frac{R}{V_0}\right)^{n\beta}\frac{t^{\beta(n+1)}}{\tau_0^\beta}.
\end{align}
The power of $t$, and so of $V$, is again $\beta(n+1)$. Cumulative damage gives the same expression with $1/(n+1)^\beta$ in place of $1/(n+1)$. The rival hazard is thus multiplied by $(n+1)^{\beta-1}$, larger for $\beta>1$ and smaller for $\beta<1$, and its 63\% voltage is
\begin{equation}
V_{63}'=V_{63}\,(n+1)^{-(\beta-1)/[\beta(n+1)]} .
\end{equation}
In the example this is 3.643 V, lower by 72 mV. The reason is that the rival rule assigns the devices an age of several seconds, where cumulative damage assigns 0.0825 s at $V_{63}$, and for $\beta>1$ the failure rate rises with age. For $\beta=1$ the two rules agree. A measured slope ratio of $n+1$ is therefore consistent with cumulative damage but does not prove it. The scale can separate the two rules if $\beta\neq1$, provided that $n$, $\tau_0$ and $\beta$ are known well enough: in the example an error of 5 in $n$ at fixed $\tau_0$ moves $V_{63}$ by 70 to 90 mV, the whole gap or more, an error of 20\% in $\tau_0$ moves it by 15 to 18 mV, and the gap itself runs from 52 to 89 mV as $\beta$ goes from 1.2 to 1.4.

Reading a scale to that precision requires good control of temperature. Let life vary as $\exp(E_a/k_BT)$, with activation energy $E_a=0.8$ eV and $T=398$ K, and keep $n$ and $\beta$ fixed. An oxide 10 K hotter has its life multiplied by 0.565. Since $V_{63}$ varies as $\tau_0^{1/(n+1)}$, it is multiplied by $0.565^{1/45}=0.987$ and falls by 47 mV. This is about two thirds of the difference between the two damage rules. The slope does not change.

The gate also draws a tunnelling current, which causes a voltage drop in any series resistance. To estimate it, take an oxide of thickness $d=2$ nm under an n$^+$ polysilicon gate doped to $10^{20}$ cm$^{-3}$, on p-type silicon. The flat-band voltage and the surface potential of the silicon largely cancel and are left out. At this inversion charge they leave a remainder of roughly 0.2 to 0.4 V, which would lower the field found below by about 5 to 9\%. A field $E$ in the oxide requires a charge $Q=\varepsilon_{ox}E$ per area in the depleted polysilicon. For doping $N$ the depleted width is $Q/(qN)$, with $q$ the elementary charge, and the drop across it is $Q^2/(2q\varepsilon_{Si}N)$. Thus
\begin{equation}
V=Ed+\frac{(\varepsilon_{ox}E)^2}{2q\varepsilon_{Si}N}.
\end{equation}
With relative permittivities 3.9 and 11.7, solving this quadratic at 3.715 V gives $E=14.7$ MV/cm, with 2.94 V across the oxide and 0.78 V in the polysilicon. The gate is degenerate at this doping, and Fermi--Dirac statistics for its electrons shift these values to about 14.5 MV/cm and 0.81 V.

For a barrier $\phi=3.1$ V and a tunnelling mass $m$ of 0.4 electron masses, the WKB exponent is twice the integral of the decay constant through the oxide:
\begin{align}
B&=\frac{2}{\hbar}\int_0^d\sqrt{2mq(\phi-Ex)}\,dx \nonumber\\
&=\frac{4\sqrt{2mq}}{3\hbar E}\left[\phi^{3/2}-(\phi-Ed)^{3/2}\right].
\end{align}
This form holds for $Ed<\phi$, as here, and gives $B=15.9$. With the Fowler--Nordheim prefactor $q^2m_0E^2/(8\pi h\phi m)$, where $m_0$ is the electron mass, the current density is about 35 A/cm$^2$. This is an order-of-magnitude estimate: a mass of 0.3 or 0.5 changes it to about 390 or 4 A/cm$^2$. Through a gate of 100 $\mu$m$^2$ it is 35 $\mu$A, which drops 3.5 mV in 100 $\Omega$.

Let the life law hold for the voltage behind the resistance. Numerical integration of the damage then gives a terminal 63\% voltage 2.8 mV higher and a slope of 58.1. The shift is less than the drop because the growing current slows the rise of the inner voltage, which leaves more time for damage at each value. With ten times the current the shift is 28 mV and the slope 54.8, lower by 6\%. Self-heating is slight. The power of 0.13 mW, entering silicon of conductivity $\kappa=100$ W/(m K) through a disc of radius $r=5.6$ $\mu$m and thermal resistance $1/(4\kappa r)$, warms it by 0.06 K and shortens life by 0.3\%.

These parameters are meant to resemble a silicon dioxide gate about 2 nm thick, for which exponents of roughly 40 to 50 and slopes somewhat above 1 are reasonable. The life at 3 V is a round value. The field of 14.7 MV/cm is far above that of normal operation, as it must be if breakdown is to come within seconds. Real oxides need not keep one exponent from the constant-stress voltage to the ramp voltage. The alternative life laws used here are illustrations, not measured behaviour of an oxide, and the change can have either sign. For the exponential law the local exponent rises from 44 at 3 V to 53.6 at 3.654 V, and the slope moves by 19\%. Of the departures sized here for this device, that is the largest effect on the slope at the 63\% voltage. To use the factor $n+1$ for such a gate, one should therefore measure $n$ and $\beta$ at voltages close to those where the ramp breaks the devices, and keep the series drop small, which is harder for a larger gate because the current grows with area. The 63\% life at these voltages is only about 0.1 s in the example. With a locally measured $n$, the slope $(n+1)\beta$ is still too high by 2\% for the exponential law and too low by 3\% for $\exp(G/V)$. A local $n$ also does not make extrapolation safe: a power law fitted to ramps at 1 and 0.1 V/s gives a life at 3 V of about 1770 s for the first of these laws and 560 s for the second, where both have 1000 s.

Numbers in the example were calculated in double precision.
